# Parapositronium width from the threshold annihilation cross section: test program

```python
# Result under test: parapositronium (1S, spin singlet) -> 2 photons at leading order,
#   Gamma = 4 * (sigma v)_avg * |psi(0)|^2 = m alpha^5 / 2,
#   (sigma v)_avg = pi alpha^2/m^2,  |psi(0)|^2 = (m alpha)^3/(8 pi).
# Natural units hbar = c = m = 1, e^2 = 4 pi alpha, Dirac representation, ubar u = 2m.
# xi, chi: electron and positron two-spinors; v = i gamma^2 u*; p: electron momentum
# in the centre-of-mass frame; n: direction of photon 1; eps1, eps2: polarizations.
# Amplitudes are returned divided by e^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, expm

rng = np.random.default_rng(7)
I2, Z2, I4 = np.eye(2), np.zeros((2, 2)), np.eye(4)
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]
gam = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)] + \
      [np.block([[Z2, s], [-s, Z2]]) for s in sig]
g = np.diag([1., -1, -1, -1])
for a in range(4):
    for b in range(4):
        assert np.allclose(gam[a] @ gam[b] + gam[b] @ gam[a], 2 * g[a, b] * I4)

def slash(a): return a[0] * gam[0] - a[1] * gam[1] - a[2] * gam[2] - a[3] * gam[3]
def dot(a, b): return a @ g @ b
def four(t, x): return np.concatenate(([t], x))
def u(p, xi):
    E = np.sqrt(1 + p @ p)
    sp = p[0] * sig[0] + p[1] * sig[1] + p[2] * sig[2]
    return np.sqrt(E + 1) * np.concatenate((xi, sp @ xi / (E + 1)))
def v(p, chi): return 1j * gam[2] @ u(p, chi).conj()
def kernel(p, n, s1, s2):  # both diagrams; s1, s2 are the vertex matrices
    E = np.sqrt(1 + p @ p)
    p1, k1, k2 = four(E, p), E * four(1, n), E * four(1, -n)
    return -(s2 @ (slash(p1 - k1) + I4) @ s1 / (-2 * dot(p1, k1))
             + s1 @ (slash(p1 - k2) + I4) @ s2 / (-2 * dot(p1, k2)))
def amp(p, n, eps1, eps2):  # matrix A[electron spin, positron spin]
    K = kernel(p, n, slash(four(0, eps1).conj()), slash(four(0, eps2).conj()))
    U = np.array([u(p, s) for s in I2]).T
    Vb = np.array([v(-p, s).conj() @ gam[0] for s in I2])
    return (Vb @ K @ U).T
def cvec(k): return rng.normal(size=k) + 1j * rng.normal(size=k)

zero, (ex, ey, ez) = np.zeros(3), np.eye(3)
# threshold formula, spinor equations, Ward identity, C relation, rotation of v
for _ in range(20):
    n = rng.normal(size=3); n /= np.linalg.norm(n)
    e1, e2 = cvec(3), cvec(3)
    e1, e2 = e1 - n * (n @ e1), e2 - n * (n @ e2)
    xi, chi = cvec(2), cvec(2)
    direct = xi @ amp(zero, n, e1, e2) @ chi
    closed = -2j * (n @ np.cross(e1.conj(), e2.conj())) * (chi[0] * xi[1] - chi[1] * xi[0])
    assert abs(direct - closed) < 1e-11 * (1 + abs(closed))
    p = rng.normal(size=3); E = np.sqrt(1 + p @ p)
    assert np.allclose((slash(four(E, p)) - I4) @ u(p, xi), 0)
    assert np.allclose((slash(four(E, p)) + I4) @ v(p, chi), 0)
    K = kernel(p, n, slash(E * four(1, n)), slash(cvec(4)))
    assert abs(v(-p, chi).conj() @ gam[0] @ K @ u(p, xi)) < 1e-10
    A = amp(p, n, e1, e2)
    assert np.allclose(A, -amp(-p, n, e1, e2).T) and abs(A + A.T).max() > 1e-3
    R = expm(-0.5j * sum(w * s for w, s in zip(p, sig)))
    assert np.allclose(v(zero, R @ chi), np.kron(I2, R) @ v(zero, chi))

# spin channels from diagonalizing the total spin squared
S = [0.5 * (np.kron(s, I2) + np.kron(I2, s)) for s in sig]
s2val, s2vec = np.linalg.eigh(sum(x @ x for x in S))
assert np.allclose(s2val, [0, 2, 2, 2])
def channels(p):  # polarization-summed |M|^2/e^4 in the four S^2 eigenstates
    return sum(abs(amp(p, ez, a, b).flatten() @ s2vec) ** 2
               for a in (ex, ey) for b in (ex, ey))
def trace_average(p):  # spin average from covariant traces
    E = np.sqrt(1 + p @ p); tot = 0
    for a in range(4):
        for b in range(4):
            K = kernel(p, ez, gam[a], gam[b])
            Kb = gam[0] @ K.conj().T @ gam[0]
            tot += g[a, a] * g[b, b] * np.trace(
                (slash(four(E, -p)) - I4) @ K @ (slash(four(E, p)) + I4) @ Kb)
    return tot.real / 4
c0 = channels(zero)
avg0 = trace_average(zero)
updown = sum(abs(amp(zero, ez, a, b)[0, 1]) ** 2 for a in (ex, ey) for b in (ex, ey))
assert np.allclose(c0, [16, 0, 0, 0]) and abs(avg0 - 4) < 1e-12 and abs(updown - 8) < 1e-12
assert abs(c0[0] / avg0 - 4) < 1e-12
ptest = np.array([0.4, -0.3, 0.7])
assert abs(channels(ptest).mean() - trace_average(ptest)) < 1e-10
hp, hm = (ex + 1j * ey) / np.sqrt(2), (ex - 1j * ey) / np.sqrt(2)
def singlet(p, a, b): return amp(p, ez, a, b).flatten() @ s2vec[:, 0]
same_hel, opp_hel = abs(singlet(zero, hp, hm)) ** 2, abs(singlet(zero, hp, hp)) ** 2
assert abs(same_hel - 8) < 1e-12 and opp_hel < 1e-24 and abs(singlet(zero, ex, ex)) < 1e-12

# two-body massless phase space with a Gaussian-smeared energy delta function
w = 0.02
phase = quad(lambda k: 4 * np.pi * k ** 2 / ((2 * np.pi) ** 3 * 4 * k ** 2) * 2 * np.pi
             * np.exp(-(2 - 2 * k) ** 2 / (2 * w * w)) / (w * np.sqrt(2 * np.pi)),
             0.5, 1.5, points=[1.0])[0]
assert abs(phase * 8 * np.pi - 1) < 1e-9

xc, wc = np.polynomial.legendre.leggauss(32)
def pvec(q, c): return q * np.array([np.sqrt(1 - c * c), 0, c])
def sigma_v(q):  # sigma * v_rel per channel in units pi alpha^2/m^2, v_rel = 2q/E
    mean = sum(0.5 * wt * channels(pvec(q, c)) for c, wt in zip(xc, wc))
    return mean * 16 * np.pi * 0.5 * phase / (4 * (1 + q * q))
def dirac(q):  # Dirac annihilation cross section in units pi alpha^2/m^2
    y = 1 + 2 * q * q; r = np.sqrt(y * y - 1)
    return ((y * y + 4 * y + 1) / r ** 2 * np.log(y + r) - (y + 3) / r) / (y + 1)
for q in (0.1, 0.3, 1.0):
    assert abs(sigma_v(q).mean() / (2 * q / np.sqrt(1 + q * q)) / dirac(q) - 1) < 1e-7
sv0, sva, svb = sigma_v(0.0), sigma_v(0.02), sigma_v(0.01)
assert abs(sv0.mean() - 1) < 1e-9 and abs(sv0[0] - 4) < 1e-8
trip_ratio = sva[1:].sum() / svb[1:].sum()
sing_ratio = (sva[0] - sv0[0]) / (svb[0] - sv0[0])
assert abs(trip_ratio - 4) < 0.04 and abs(sing_ratio - 4) < 0.08
assert abs(sva[0] / sv0[0] - 1) < 3 * 0.02 ** 2

# relative motion: H = -d^2/dr^2 - 1/r, r in 1/(m alpha), energy in m alpha^2
h = 0.005; r = h * np.arange(1, 12001)
ev, vec = eigh_tridiagonal(2 / h ** 2 - 1 / r, -np.ones(r.size - 1) / h ** 2,
                           select='i', select_range=(0, 0))
rad = abs(vec[:, 0]) / np.sqrt(h) / r
dens = (3 * rad[0] - 3 * rad[1] + rad[2]) ** 2 / (4 * np.pi)
bohr = (vec[:, 0] ** 2 @ r) / 1.5
assert abs(ev[0] + 0.25) < 1e-5 and abs(dens * 8 * np.pi - 1) < 1e-4 and abs(bohr - 2) < 1e-4
psi0 = quad(lambda q: 4 * np.pi * q * q / (2 * np.pi) ** 3 * 8 * np.sqrt(np.pi)
            * 0.5 ** 2.5 / (q * q + 0.25) ** 2, 0, np.inf)[0]
assert abs(psi0 ** 2 / dens - 1) < 1e-4

# order of the neglected momentum dependence: smear the amplitude over psi(p)
alpha = sc.alpha
xl, wl = np.polynomial.legendre.leggauss(90)
lo, hi = np.log(1e-6), np.log(1e4)
qs = np.exp(0.5 * (hi - lo) * xl + 0.5 * (hi + lo)); wq = 0.5 * (hi - lo) * wl * qs
a0 = singlet(zero, hp, hm)
f = np.array([(sum(0.5 * wt * singlet(pvec(q, c), hp, hm) for c, wt in zip(xc, wc))
               / a0).real / np.sqrt(1 + q * q) for q in qs])
def shift(al):
    k = al / 2
    return 4 * k / np.pi * np.sum(wq * qs ** 2 / (qs ** 2 + k * k) ** 2 * (f - 1))
shift_ratio = shift(alpha) / shift(alpha / 2)
assert abs(shift_ratio - 2) < 0.05 and abs(shift(alpha)) < 2 * alpha

# width assembled from the numerical pieces
unit = np.pi * alpha ** 2
width_num = sv0[0] * unit * dens * alpha ** 3
width = alpha ** 5 / 2
assert abs(width_num / width - 1) < 1e-4
pc = sc.physical_constants
mc2 = pc['electron mass energy equivalent in MeV'][0] * 1e6
hbar = sc.hbar / sc.e
rate = width * mc2 / hbar
rate_si = 4 * np.pi * pc['classical electron radius'][0] ** 2 * sc.c \
    / (np.pi * (2 * pc['Bohr radius'][0]) ** 3)
assert abs(rate / rate_si - 1) < 1e-7
assert abs(width * mc2 / (alpha ** 3 / 2 * pc['Hartree energy in eV'][0]) - 1) < 1e-7

print(f"alpha = {alpha:.10f}")
print(f"alpha^5 = {alpha**5:.6e}")
print(f"m c^2 = {mc2:.3f} eV")
print(f"hbar = {hbar:.6e} eV s")
print(f"sum|M|^2 singlet = {c0[0]:.6f} e^4")
print(f"sum|M|^2 three triplets = {c0[1:].sum():.6f} e^4")
print(f"sum|M|^2 up-down product state = {updown:.6f} e^4")
print(f"spin average from traces = {avg0:.6f} e^4")
print(f"singlet / average = {c0[0]/avg0:.6f}")
print(f"singlet |M|^2, one equal-helicity pair = {same_hel:.6f} e^4")
print(f"singlet |M|^2, one opposite-helicity pair = {opp_hel:.6f} e^4")
print(f"phase space = {phase:.8f} (1/(8 pi) = {1/(8*np.pi):.8f})")
print(f"sigma v average = {sv0.mean():.6f} pi alpha^2/m^2")
print(f"sigma v average = {sv0.mean()*unit:.6e} 1/m^2")
print(f"sigma v singlet = {sv0[0]*unit:.6e} 1/m^2")
for q, s in ((0.02, sva), (0.01, svb)):
    print(f"p = {q} m: singlet sigma v = {s[0]:.6f} pi alpha^2/m^2")
    print(f"p = {q} m: triplet sum = {s[1:].sum():.4e} pi alpha^2/m^2")
print(f"triplet ratio on halving p = {trip_ratio:.4f}")
print(f"singlet deviation ratio on halving p = {sing_ratio:.4f}")
print(f"1S energy (grid) = {ev[0]:.6f} m alpha^2")
print(f"radius a (grid) = {bohr:.5f} 1/(m alpha) = {bohr/alpha:.2f} 1/m")
print(f"typical momentum 1/a = {alpha/bohr:.4e} m")
print(f"|psi(0)|^2 (grid) = {dens:.6f} (m alpha)^3 (1/(8 pi) = {1/(8*np.pi):.6f})")
print(f"|psi(0)|^2 = {alpha**3/(8*np.pi):.5e} m^3")
print(f"amplitude shift from smearing (order estimate) = {shift(alpha):.3e}")
print(f"shift / alpha = {shift(alpha)/alpha:.3f}")
print(f"shift ratio on halving alpha = {shift_ratio:.3f}")
print(f"Gamma from numerical pieces = {width_num:.5e} m")
print(f"Gamma = m alpha^5/2 = {width:.5e} m")
print(f"Gamma = {width*mc2:.5e} eV")
print(f"Gamma = {rate:.5e} 1/s")
print(f"lifetime = {1e12/rate:.2f} ps")
print(f"relative gap to 125 ps = {125e-12*rate-1:.4f}")
print(f"lifetime without the factor 4 (wrong) = {1e12*hbar/(mc2*sv0.mean()*unit*alpha**3/(8*np.pi)):.1f} ps")
print("every check passed")
```

It prints:

```
alpha = 0.0072973526
alpha^5 = 2.069315e-11
m c^2 = 510998.951 eV
hbar = 6.582120e-16 eV s
sum|M|^2 singlet = 16.000000 e^4
sum|M|^2 three triplets = 0.000000 e^4
sum|M|^2 up-down product state = 8.000000 e^4
spin average from traces = 4.000000 e^4
singlet / average = 4.000000
singlet |M|^2, one equal-helicity pair = 8.000000 e^4
singlet |M|^2, one opposite-helicity pair = 0.000000 e^4
phase space = 0.03978874 (1/(8 pi) = 0.03978874)
sigma v average = 1.000000 pi alpha^2/m^2
sigma v average = 1.672941e-04 1/m^2
sigma v singlet = 6.691763e-04 1/m^2
p = 0.02 m: singlet sigma v = 3.997868 pi alpha^2/m^2
p = 0.02 m: triplet sum = 3.7301e-03 pi alpha^2/m^2
p = 0.01 m: singlet sigma v = 3.999467 pi alpha^2/m^2
p = 0.01 m: triplet sum = 9.3313e-04 pi alpha^2/m^2
triplet ratio on halving p = 3.9974
singlet deviation ratio on halving p = 3.9986
1S energy (grid) = -0.250000 m alpha^2
radius a (grid) = 2.00000 1/(m alpha) = 274.07 1/m
typical momentum 1/a = 3.6487e-03 m
|psi(0)|^2 (grid) = 0.039789 (m alpha)^3 (1/(8 pi) = 0.039789)
|psi(0)|^2 = 1.54617e-08 m^3
amplitude shift from smearing (order estimate) = -5.704e-03
shift / alpha = -0.782
shift ratio on halving alpha = 1.995
Gamma from numerical pieces = 1.03465e-11 m
Gamma = m alpha^5/2 = 1.03466e-11 m
Gamma = 5.28709e-06 eV
Gamma = 8.03250e+09 1/s
lifetime = 124.49 ps
relative gap to 125 ps = 0.0041
lifetime without the factor 4 (wrong) = 498.0 ps
every check passed
```
